# Finite longitudinal slope without zone-centre splitting in a polar monolayer

## 1. A sheet of rigid ions

Take a flat layer in vacuum with one positive and one negative ion per cell of area $A$. The ions carry charges $\pm Z$ and do not deform. Let $u$ be the displacement of the positive sublattice relative to the negative one, $\mu$ the reduced mass, and $\omega_0$ the frequency of the uniform in-plane vibration. Hartree atomic units are used, so a point charge $Q$ has the potential $Q/r$. Forces are harmonic and, until Section 6, instantaneous.

Let the displacement be a wave along $x$, $u\,e^{iqx-i\omega t}$ with $q>0$. The dipole moment per area is $P=Zu/A$. If $P$ points along $x$, the ions bunch into stripes of charge per area

$$\sigma=-\partial_xP_L=-iqP_L .$$

Outside the sheet the potential obeys $(\partial_z^2-q^2)\phi=0$ and must decay on both sides, so $\phi=\phi_0e^{-q|z|}$. Its slope jumps by $-2q\phi_0$ at $z=0$, and Poisson's equation sets this jump to $-4\pi\sigma$. Hence $\phi_0=2\pi\sigma/q$, and

$$E_L=-iq\phi_0=-iq\,\frac{2\pi}{q}\,(-iqP_L)=-2\pi q\,P_L. \tag{1}$$

The two factors $-i$ multiply to $-1$, so the field opposes the polarization. The equation of motion $\mu\ddot u=-\mu\omega_0^2u+ZE_L$ becomes

$$-\mu\omega^2u=-\mu\omega_0^2u-\frac{2\pi qZ^2}{A}u
\;\Rightarrow\;
\omega_{LO}^2=\omega_0^2+Sq,\qquad S=\frac{2\pi Z^2}{A\mu}. \tag{2}$$

If $P$ points along $y$ instead, $\partial_yP_y=0$. There is no charge and no field, and $\omega_{TO}=\omega_0$.

The stripes carry a charge density proportional to $q$. In a bulk crystal the potential of a charge wave is $4\pi\rho/q^2$, so $E_L=-iq(4\pi/q^2)(-iqP_L)=-4\pi P_L$ and the factor $q$ cancels. A sheet has the kernel $2\pi/q$ found above, with one power of $q$ less in the denominator. One power of $q$ survives, the splitting closes at $q=0$, and the square root of (2) leaves a straight line:

$$\omega_{LO}=\omega_0+v|q|+O(q^2),\qquad v=\frac{S}{2\omega_0}=\frac{\pi Z^2}{A\mu\omega_0}. \tag{3}$$

The modulus appears because the decay rate in $z$ is $|q|$. Over the $q$ plane the branch is a cone standing on the point where it meets the transverse branch.

## 2. Deformable ions and the general statement

Real electrons respond to the field. Let $\alpha$ be the electronic polarizability per area with the nuclei held fixed. Let $Z$ now be the Born charge, the dipole per cell produced by unit $u$ at zero macroscopic field. For a uniform field the energy per cell is

$$W=\tfrac12\mu\omega_0^2u^2-ZuE-\tfrac12A\alpha E^2 .$$

The force $-\partial W/\partial u$ and the dipole $-\partial W/\partial E$ are

$$\mu\ddot u=-\mu\omega_0^2u+ZE,\qquad P=\frac{Zu}{A}+\alpha E, \tag{4}$$

so one constant $Z$ governs both. Insert (1) into the second relation:

$$P_L=\frac{Zu}{A}-2\pi\alpha qP_L
\;\Rightarrow\;
P_L=\frac{Zu/A}{1+rq},\qquad r=2\pi\alpha. \tag{5}$$

Then $E_L=-2\pi qZu/[A(1+rq)]$, and the equation of motion gives

$$\omega_{LO}^2=\omega_0^2+\frac{Sq}{1+rq}. \tag{6}$$

The length $r$ measures how well the layer screens itself. As $q\to0$ this screening disappears, so at given $Z$ and $\omega_0$ the slope does not depend on $\alpha$.

Equation (6) belongs to a strictly flat sheet with local response. In a crystal other terms appear, and it must be shown that they leave the slope alone. Assume an insulator with a threefold or higher axis, a horizontal mirror plane, and one polar in-plane doublet separated in frequency from the other modes. The mirror separates in-plane from out-of-plane motion.

Forces of short range give a dynamical matrix that can be expanded in powers of the components $q_c$. Between the two real partners $a,b$ of the doublet the linear term has the form $iq_cM^c_{ab}$ with real $M$, because reversing $q$ must give the complex conjugate. The matrix is Hermitian, so $M^c$ is antisymmetric: $M^c_{ab}=m_c\epsilon_{ab}$. Rotations leave $\epsilon_{ab}$ unchanged, so $m_c$ would have to be an in-plane vector that survives the threefold rotation, and it is zero. Coupling to other modes is at least linear in $q$ and enters $\omega^2$ as a square divided by a difference of squared frequencies, which is again of order $q^2$. Corrections to $Z$ of order $q$ multiply a field that already contains $q$. Therefore

$$\omega_{LO}^2-\omega_{TO}^2=\frac{Sq}{1+rq}+O(q^2). \tag{7}$$

The symmetry also makes $\alpha$ isotropic in the plane. Without vertical mirrors the dipole may be turned by a fixed angle relative to $u$; turning the axes of $u$ by the same angle makes $Z$ a single number again. Hence $v$ is the same in every direction. Beyond first order, (6) is a model: the term $-Srq^2$ in its expansion has the same order as what (7) leaves out.

## 3. Bending and group velocity

To second order (6) reads $\omega^2=\omega_0^2(1+y)$ with $y=(Sq-Srq^2)/\omega_0^2$. With $\sqrt{1+y}=1+y/2-y^2/8+\dots$,

$$\omega_{LO}=\omega_0+\frac{Sq}{2\omega_0}-\frac{Srq^2}{2\omega_0}-\frac{S^2q^2}{8\omega_0^3}+\dots$$

Since $S=2\omega_0v$, the last two terms are $-vrq^2$ and $-v^2q^2/(2\omega_0)$:

$$\omega_{LO}=\omega_0+vq\left[1-\left(r+\frac{v}{2\omega_0}\right)q+\dots\right]. \tag{8}$$

The first part of the bracketed length is electronic screening; the second comes from taking a square root. For the group velocity, differentiate (6). The derivative of $q/(1+rq)$ is $1/(1+rq)^2$, so $2\omega\,d\omega/dq=S/(1+rq)^2$ and

$$v_g=\frac{S}{2\omega_{LO}(1+rq)^2}. \tag{9}$$

For $rq\gg1$ equation (6) tends to $\omega_0^2+S/r$. This is a formal ceiling: when $r$ is a few lattice constants, such $q$ are no longer small on the scale of the cell.

## 4. Worked example

The parameters are round values: $a=0.25$ nm for a hexagonal cell, masses 11 and 14 u, $Z=2.7$, $r=0.75$ nm and $\hbar\omega_0=170$ meV. They give $A=19.329$ bohr², $\mu=11229$ electron masses and $\omega_0=6.247\times10^{-3}$ hartree. Then

$$S=\frac{2\pi(2.7)^2}{19.329\times11229}=2.110\times10^{-4}\ \text{a.u.}=8269\ \text{meV}^2\,\text{nm},$$

$$\hbar v=\frac{8269}{2\times170}=24.3\ \text{meV nm},\qquad v=37.0\ \text{km/s}.$$

In the first line $S$ is quoted for squared energies, with $\hbar^2$ absorbed. The branch, in meV, is:

| $q$ (1/nm) | linear | eq. (6) | lattice LO | lattice TO |
|---|---|---|---|---|
| 0.01 | 170.24 | 170.24 | 170.24 | 170.00 |
| 0.10 | 172.43 | 172.25 | 172.24 | 170.00 |
| 0.50 | 182.16 | 178.63 | 178.42 | 169.96 |
| 1.00 | 194.32 | 183.37 | 182.78 | 169.83 |

The bending length in (8) is $0.75+24.3/340=0.82$ nm. Its leading term predicts a 10 % loss of the shift $\omega_{LO}-\omega_0$ at $q=0.1/0.82=0.12$ nm⁻¹; equation (6) gives 9.1 % there, the difference being of higher order. By $q=1$ nm⁻¹ the group velocity (9) of the sheet model has dropped to 11 km/s (the lattice model of Section 5 gives about 10 km/s), and the straight line overstates the shift almost twofold.

## 5. A lattice with local fields

The last two columns come from a honeycomb lattice of point ions with charges $\pm Q$, isotropic nearest-neighbour springs $k$ and anions of polarizability $\beta$. It tests whether the macroscopic constants in (3) are the right ones when every ion feels its own local field.

At $q=0$, without a macroscopic field, let $D_s$ and $D_o$ be the fields at an anion from unit in-plane dipoles on all other anions and on all cations. Shift the cations by $u$. The anion dipoles obey $p=\beta(D_oQu+D_sp)$, hence

$$p=\beta_cD_oQu,\qquad \beta_c=\frac{\beta}{1-\beta D_s},\qquad Z=Q(1+\beta_cD_o),\qquad \alpha=\frac{\beta_c}{A}.$$

The Coulomb force on a cation has two parts. Common motion of the cations changes no force between them, so the ionic part depends on the relative shift and equals $Q^2D_ou$. The induced dipoles add $QD_op=Q^2\beta_cD_o^2u$. Three springs pull back with $3ku$, so

$$\mu\omega_0^2=3k-Q^2D_o(1+\beta_cD_o).$$

These relations were inverted to give the lattice the $Z$, $r$ and $\omega_0$ of the example, with the result $Q=0.467$, $\beta=13.3$ bohr³ and $k=0.192$ hartree/bohr². The bare charge is far below $Z$; most of the Born charge is electronic in this model.

The slope was not fitted. The full in-plane dynamical matrix was diagonalized at small $q$ and extrapolated to $q=0$ for directions at 0, 0.3 and $\pi/2$ rad to a lattice vector. All three longitudinal slopes are 24.32 meV nm, as (3) predicts, and the transverse slope vanishes to within one thousandth of this. The lattice dipole sums were themselves tested against direct summation in real space.

At $q=1$ nm⁻¹ the lattice shift is 12.78 meV against 13.37 meV from (6), a difference of 4.5 % of the latter. This shows the size of the non-universal terms in one particular model.

## 6. The smallest wavenumbers: retardation

When $q$ is comparable with $\omega/c$, the field no longer follows the charges at once. Each potential then obeys $(\partial_z^2-\kappa^2)\psi=-4\pi s\,\delta(z)$ with $\kappa^2=q^2-\omega^2/c^2$, so a source $s$ gives $\psi=2\pi s/\kappa$ at the sheet. The sources are $\sigma=-iqP_L$ for the scalar potential and $K/c$, with current $K=\dot P=-i\omega P$, for the vector potential $\mathcal A$ (Lorenz gauge). From $E=-\nabla\phi-\dot{\mathcal A}/c$,

$$E_L=-\frac{2\pi q^2}{\kappa}P_L+\frac{2\pi\omega^2}{\kappa c^2}P_L=-2\pi\kappa P_L,\qquad
E_T=\frac{2\pi\omega^2}{\kappa c^2}P_T. \tag{10}$$

The longitudinal result is (1) with $q$ replaced by $\kappa$, and therefore

$$\omega_{LO}^2=\omega_0^2+\frac{S\kappa}{1+r\kappa}. \tag{11}$$

Both fields in (10) were tested by adding up the retarded fields of the individual dipoles, for $(q,\omega/c)=(0.7,0)$, $(1,0.6)$ and $(0.4,1)$ at height 0.5 in a common length unit. They agreed to within $10^{-4}$ in those units.

The bound longitudinal branch has $\kappa>0$. It starts on the light line at $q=\omega_0/c=8.6\times10^{-4}$ nm⁻¹, where $\kappa=0$ and $\omega=\omega_0$. Well beyond this point $\kappa\approx q[1-\omega^2/(2c^2q^2)]$, so the loss of shift falls to 1 % at $q=\omega_0/(c\sqrt{0.02})=6.1\times10^{-3}$ nm⁻¹. The field $E_T$ also pushes the transverse branch below $\omega_0$, by the fraction $|E_T/E_L|\approx\omega_0^2/(c^2q^2)$ of the longitudinal shift, which is 2 % at this $q$.

At $q=0$ the outgoing wave requires $\kappa=-i\omega/c$. Both polarizations then feel the same field $2\pi i(\omega/c)P$, as they must when no direction is singled out. To first order $\omega^2=\omega_0^2-iS\omega/c$, hence $\omega=\omega_0-iS/(2c)$. The energy decays by radiation at the rate $S/c$, a width of 0.042 meV here.

The slope $v$ thus belongs to the electrostatic problem, and the linear law to the window

$$\omega_0/c\ll q\ll 1/r,\;2\omega_0/v,\;1/a. \tag{12}$$

In the example it runs from about 0.006 nm⁻¹, where retardation takes 1 % of the shift, to 0.12 nm⁻¹, where bending takes 9 %.

## 7. What isolation does

**Stacked layers.** Place identical layers a distance $d$ apart and let them interact through this in-plane field alone. Layer $j$ acts on layer $i$ with the factor $e^{-qd|i-j|}$. For an infinite stack moving in phase the factors add up to

$$m=1+2\sum_{n\ge1}e^{-nqd}=\frac{1+e^{-qd}}{1-e^{-qd}}=\coth\frac{qd}{2}.$$

The field is now $-2\pi qmP_L$, so $q$ becomes $qm$ in (6). As $q\to0$, $qm\to2/d$, and a gap opens:

$$\omega_{LO}^2-\omega_0^2=\frac{2S/d}{1+2r/d}=\frac{2S}{d+2r}. \tag{13}$$

With a finite number $N$ of layers and $qNd\ll1$ every factor tends to 1. The $N\times N$ matrix of ones has the largest eigenvalue $N$, so the gap stays closed and the steepest branch has slope $Nv$. For five layers at $qd=10^{-4}$ the computed eigenvalue is 4.999. The bulk-like gap (13) needs $qNd\gg1$, a stack thick compared with $1/q$, together with $qd\ll1$.

Equation (13) also describes a monolayer computed in a periodic cell of height $d$ with the Coulomb interaction of all images kept. For $d=2$ nm it gives $\sqrt{170^2+2\times8269/3.5}=183.4$ meV, a false gap of 13.4 meV. This equals the entry of (6) at $q=1$ nm⁻¹, because the images hold $qm$ at $2/d$. The images are harmless when $qd\gg1$, where $m-1\approx2e^{-qd}$.

**Substrate.** Let media of permittivity $\varepsilon_1$ and $\varepsilon_2$ fill the two half-spaces. The jump condition becomes $(\varepsilon_1+\varepsilon_2)q\phi_0=4\pi\sigma$, so the vacuum field is multiplied by $g=2/(\varepsilon_1+\varepsilon_2)$. Replace $q$ by $gq$ in (6); the slope becomes $gv$. This assumes that the media touch the sheet. A vacuum gap $h$ above a one-sided substrate of permittivity $\varepsilon$ gives $g=1-\frac{\varepsilon-1}{\varepsilon+1}e^{-2qh}$. The slope at $q\to0$ is unchanged, but for $h=0.33$ nm the entry $-32$ % in the table below becomes $-30$ %.

**Metal gate.** A grounded plane at depth $h$ adds an image charge $-\sigma$ at distance $2h$, so $g=1-e^{-2qh}$. For $qh\ll1$, $g\approx2qh$ and $\omega_{LO}^2\approx\omega_0^2+2hSq^2$: the linear slope is gone.

At $q=0.1$ nm⁻¹ the vacuum shift from (6) is 2.25 meV. With all other parameters fixed, it changes as follows:

| effect | change of shift |
|---|---|
| substrate, $\varepsilon=2$ on one side | $-32$ % |
| gate at 10 nm, vacuum between | $-13$ % |
| thickness 0.33 nm | $-1.0$ % |
| lattice model instead of (6) | $-0.5$ % |
| retardation | $-0.004$ % |

The thickness entry spreads the polarization evenly over a height $t$. Two points in it are $t/3$ apart on average, which weakens the field by the factor $1-qt/3$ to first order. This neglects the out-of-plane polarizability of the layer. For a slab with out-of-plane permittivity $\varepsilon_z$ the factor becomes $1-qt\,[1/2-1/(6\varepsilon_z)]$, and the entry is about $-1.3$ % for $\varepsilon_z=3$.

## 8. Real layers

The input is meant to be roughly typical of monolayer hexagonal boron nitride, whose light ions and large Born charge favour a steep slope. The lattice constant and masses are close to the real ones; $Z$, $r$ and $\omega_0$ are rough, and an error of 5 % in $Z$ moves $v$ by 10 %. A layer on a dielectric or near a gate is not isolated, and in the table of Section 7 these two effects are the largest. A one-sided substrate with $\varepsilon=2$ lowers the slope from 24 to 16 meV nm. The permittivity to use is that at the phonon frequency, not the static one. If the substrate has its own polar mode nearby, a constant $\varepsilon$ is insufficient and the modes must be solved together. Free carriers, disorder and the shift of $\omega_0$ with temperature are left out.

Damping limits what can be resolved. For an assumed linewidth of 1 meV, the linear shift equals the width at $q=1/24.3=0.041$ nm⁻¹, a wavelength of about 150 nm.

The branch stores little heat at room temperature. At 300 K a 170 meV mode has occupation $1.4\times10^{-3}$ and heat capacity $0.060\,k_B$, against $k_B$ for a classical mode. Moreover, the disc $q<0.12$ nm⁻¹ fills only $\pi(0.12)^2A/(2\pi)^2\approx6\times10^{-5}$ of the Brillouin zone, with $A=0.0541$ nm².

## 9. Implementation

For a cell with several atoms $s$ of mass $m_s$ and isotropic in-plane Born charges $Z_s$, write the displacements as $u_s=\eta e_s/\sqrt{m_s}$ with a normalized eigenvector $e_s$. The dipole is $\eta\mathcal Z$ with $\mathcal Z=\sum_sZ_se_s/\sqrt{m_s}$, and $\ddot\eta=-\omega_0^2\eta+\mathcal ZE$. The steps of Section 2 then give $S=2\pi\mathcal Z^2/A$. For two atoms $e_s=\pm\sqrt{\mu/m_s}$ and $Z_s=\pm Z$, so $\mathcal Z=Z\sqrt\mu\,(1/m_1+1/m_2)=Z/\sqrt\mu$, which returns (2).

1. Compute the dynamical matrix at $q=0$ without a macroscopic field, and from it $\omega_0$ and $e_s$.
2. Obtain $r$ from the clamped-ion in-plane permittivity $\varepsilon_c$ of a periodic cell of height $L$. The mean polarization per volume is $\alpha E/L$, so $\varepsilon_c=1+4\pi\alpha/L$ and $r=(\varepsilon_c-1)L/2$.
3. For small $q\ne0$ add to the analytic part of the dynamical matrix, between longitudinal displacements of atoms $s$ and $s'$,
$$\frac{2\pi}{A}\,\frac{gq}{1+rgq}\,\frac{Z_sZ_{s'}}{\sqrt{m_sm_{s'}}},$$
with $g=1$ in vacuum. Here the phase of the displacement wave is taken at the position of each atom, not at the origin of its cell. The analytic part must not already contain this field or that of periodic images.
4. Add nothing at $q=0$. Interpolate the analytic part and evaluate this term separately at each $q$, since a smooth interpolation through $q=0$ would round off the cone.

The remaining values for the example are in the numerical output.

## Numbers as computed

```
INPUT (round, rough model values)
lattice constant a = 0.25 nm
masses = 11, 14 u
Born charge Z = 2.7 e
screening length r = 0.75 nm
zone-centre energy = 170.0 meV
DERIVED
cell area = 0.05413 nm^2 = 19.329 bohr^2
reduced mass = 6.160 u = 11229.0 m_e
w0 = 6.247385e-03 hartree
S = 2.1104e-04 a.u. = 8269.1 meV^2 nm
slope v = 1.68900e-02 a.u.
slope v = 24.32 meV nm = 36.95 km/s
LATTICE MODEL
bare ion charge = 0.4666 e
anion polarizability = 13.287 bohr^3
bond spring = 0.1922 hartree/bohr^2
slope, angle 0 rad = 24.3210 meV nm
slope, angle 0.3 rad = 24.3210 meV nm
slope, angle pi/2 rad = 24.3210 meV nm
r from lattice screening = 0.7500 nm
BRANCH: q(1/nm), linear, sheet, lattice LO, lattice TO (meV); vg(km/s)
0.01 170.243 170.241 170.241 170.000 36.35
0.05 171.216 171.168 171.165 170.000 34.09
0.10 172.432 172.248 172.236 169.998 31.56
0.20 174.864 174.178 174.136 169.993 27.27
0.50 182.161 178.625 178.422 169.958 18.60
1.00 194.321 183.372 182.776 169.833 11.19
WINDOW OF THE LINEAR LAW
light line at w0: q = 8.615e-04 1/nm
retardation costs 1.00 % at q = 6.092e-03 1/nm
bending length r + v/(2 w0) = 0.8215 nm
bending costs 9.09 % at q = 0.1217 1/nm
radiative width at q=0 = 0.0419 meV
CHANGES OF THE LO SHIFT AT q = 0.1 1/nm
sheet shift = 2.2476 meV
retardation: -0.0035 %
thickness 0.33 nm: -1.01 %
lattice LO against sheet: -0.53 %
substrate eps 2.0: -31.60 %
metal gate at 10 nm: -12.64 %
STACKING, LINEWIDTH AND HEAT
five layers: slope times 4.999
supercell 2.0 nm: false LO = 183.37 meV
false gap = 13.37 meV
v q = 1.0 meV width at q = 0.0411 1/nm
occupation at 300 K = 1.396e-03
heat capacity per mode = 0.0604 k_B
```
